Isotropic and Planar Mixing: In-Phase Transfer Times for Two Coupled Spins

**1. The question**

Two nuclei in a molecule, I and S, each of spin 1/2, are joined by a scalar coupling J. A pulse has turned the magnetisation of I into the transverse plane, and we want to pass it to S as magnetisation of the same kind: an in-phase doublet, whose two lines have the same sign, not an antiphase doublet with components of opposite sign. A mixing period does this. If I and S are of the same isotope, the mixing can leave the full scalar product I·S at work. If they are of different isotopes and sit in a strong static magnetic field, as we assume throughout, radio-frequency (rf) fields must first build a suitable coupling out of a poorer one. How long must each mixing last?

The spin operators are dimensionless, with [I_x, I_y] = iI_z and cyclic permutations, and likewise for S. The energy operator is ħH, so H is an angular frequency. The density operator evolves as

ρ(t) = exp(−iHt) ρ(0) exp(iHt), (1)

in which ħ has cancelled; no electromagnetic unit enters. J is in hertz and is taken positive. The transfers found below are even in J, so for negative J one reads |J| in the times. Relaxation is neglected.

The part of ρ that matters is initially proportional to I_x, so we set ρ(0) = I_x. The transfer is the coefficient of S_x in ρ(t):

a(t) = Tr[ρ(t) S_x] / Tr[S_x²]. (2)

The trace runs over four states, and S_x² = 1/4, so Tr[S_x²] = 1. Transfer is complete when a = 1.

**2. One calculation for all diagonal couplings**

Both kinds of mixing are cases of

H = 2πJ (c_x I_xS_x + c_y I_yS_y + c_z I_zS_z), (3)

with real numbers c_k. The three products commute. For a spin 1/2, I_xI_y = (i/2)I_z and I_yI_x = −(i/2)I_z, so

(I_xS_x)(I_yS_y) = (i/2)² I_zS_z = −(1/4) I_zS_z,
(I_yS_y)(I_xS_x) = (−i/2)² I_zS_z = −(1/4) I_zS_z. (4)

The other pairs follow by cyclic permutation. The propagator is therefore a product of three factors, which may be applied in any order:

exp(−iHt) = Π_k exp(−iθ_k A_k), A_k = 2I_kS_k, θ_k = πJc_k t. (5)

The effect of one factor on an operator Q follows from (2A_k)² = 16 I_k²S_k² = 1. If Q commutes with A_k, it is unchanged. If Q anticommutes with A_k, moving the right-hand exponential through Q reverses the sign of its exponent, and

exp(−iθA_k) Q exp(iθA_k) = exp(−2iθA_k) Q = Q cos θ − 2iA_kQ sin θ. (6)

Different components of one spin anticommute, while operators of different spins commute. Thus I_x anticommutes with A_y, and

−2iA_yI_x = −4i I_yI_x S_y = −4i(−i/2) I_zS_y = −2I_zS_y.

The y factor gives

I_x → I_x cos θ_y − 2I_zS_y sin θ_y. (7)

Both terms on the right anticommute with A_z: the first through its I operator, the second through its S operator. The products needed in (6) are

−2iA_zI_x = −4i I_zI_x S_z = −4i(i/2) I_yS_z = 2I_yS_z,
−2iA_z(2I_zS_y) = −8i I_z² S_zS_y = −2i(−i/2) S_x = −S_x, (8)

where I_z² = 1/4 was used in the second line. Hence the z factor gives

I_x → I_x cos θ_z + 2I_yS_z sin θ_z,
2I_zS_y → 2I_zS_y cos θ_z − S_x sin θ_z. (9)

Inserting (9) in (7), we find

I_x → I_x cos θ_y cos θ_z + S_x sin θ_y sin θ_z
  + 2I_yS_z cos θ_y sin θ_z − 2I_zS_y sin θ_y cos θ_z. (10)

The x factor changes nothing. I_x and S_x commute with A_x. The products I_yS_z and I_zS_y also commute with it, because exchanging the order produces one minus sign from each spin. Equation (10) is thus the full result for the Hamiltonian (3), and

a(t) = sin(πJc_y t) sin(πJc_z t). (11)

Two steps are needed to carry I_x to S_x. One coupling turns in-phase I magnetisation into an antiphase product, and the other turns that product into in-phase S magnetisation. A single product such as I_zS_z gives no in-phase transfer, since one of the sines then vanishes.

**3. Isotropic mixing**

For H = 2πJ I·S all c_k equal 1. With θ = πJt, and 2 sin θ cos θ = sin 2θ, equation (10) becomes

I_x → I_x cos²(πJt) + S_x sin²(πJt) + (I_yS_z − I_zS_y) sin(2πJt). (12)

The transfer is

a_iso(t) = sin²(πJt), (13)

which first reaches 1 when πJt = π/2, that is, at

t_iso = 1/(2J). (14)

The coefficients of I_x and S_x add to 1 at all times, as they must: I_x + S_x commutes with I·S. Halfway to completion each holds one half, and the coefficient of I_yS_z − I_zS_y is 1. This operator has no transverse in-phase part. It is the coherence through which the transfer passes.

I·S has no preferred direction, so I_y → S_y and I_z → S_z obey the same law. Completion has a simple meaning. In the triplet states I·S = 1/4, and in the singlet I·S = −3/4. The operator P = 1/2 + 2I·S is therefore +1 on the triplet and −1 on the singlet, which makes it the exchange of the two spins. At t = 1/(2J),

exp(−iπ I·S) = exp(iπ/4) exp(−iπP/2) = −i exp(iπ/4) P, (15)

because P² = 1. Apart from a phase, the mixing has exchanged the states of the spins.

**4. Why the chemical shifts must be removed**

In a real homonuclear pair the spins differ in resonance frequency by Δν. The common part of the shifts multiplies I_z + S_z, commutes with everything else in H, and does not affect the transfer along z. What remains is

H = 2πJ I·S + πΔν (I_z − S_z). (16)

Let us follow I_z → S_z. The states αα and ββ are stationary apart from phases. Between αβ and βα, the flip-flop part I_xS_x + I_yS_y = (I₊S₋ + I₋S₊)/2 has matrix element 1/2. With Pauli matrices σ acting in this pair of states, and a constant dropped,

h = πΔν σ_z + πJ σ_x. (17)

A two-level Hamiltonian h = (uσ_z + vσ_x)/2 makes the vector σ precess at the rate w = √(u² + v²) about an axis inclined to z by an angle χ, with sin χ = v/w. An initial unit vector along z has a fixed component cos χ along the axis and a rotating component sin χ across it. Projecting both back on z gives

g(t) = cos²χ + sin²χ cos(wt) = 1 − sin²χ (1 − cos wt). (18)

Here u = 2πΔν and v = 2πJ, so w = 2πR with R = √(J² + Δν²), and sin²χ = J²/R². In the pair αβ, βα we have I_z = σ_z/2 and S_z = −σ_z/2, which contributes −g/2 to the trace Tr[I_z(t)S_z]. The states αα and ββ contribute 1/4 each. The transfer is (1 − g)/2, or

a_z(t) = (J²/R²) sin²(πRt). (19)

A shift difference much larger than J suppresses the transfer along z as J²/R²: the two spins cannot exchange energy efficiently. Equation (19) holds for the z component only. For the Hamiltonian (16) the transfer I_x → S_x is (J/R) sin(πRt) sin(πJt), which is suppressed less strongly, as J/R. An isotropic mixing sequence removes the shifts by rotating both spins rapidly. Equal rotations of I and S leave I·S unchanged, so an ideal sequence of this kind retains the whole coupling J. Ideal means rotations that are equal for both spins and fast compared with Δν. A continuous rf field of finite strength falls short when the offsets are unequal in size: a 10 kHz field on spins at offsets 0 and 1000 Hz leaves nutation frequencies about 50 Hz apart, and for J = 100 Hz the best transfer is then about 0.80.

**5. Heteronuclear mixing: where the factor 1/2 comes from**

For different isotopes the difference of the Larmor frequencies is proportional to the static field, and we assume a field strong enough to make this difference far larger than J (near zero field the full I·S would survive). In the frame that rotates with each spin at its own frequency, the flip-flop terms oscillate at this difference and average out. The coupling left is 2πJ I_zS_z, which by (11) gives no in-phase transfer.

Two rf fields are now applied along x, each on resonance with its isotope and both producing the same nutation frequency ω₁. This equality is the matching condition. In the rotating frame

H = ω₁(I_x + S_x) + 2πJ I_zS_z. (20)

We pass to a further frame that follows the rf nutation. With φ = ω₁t, the operators in the coupling become

I_z → I_z cos φ + I_y sin φ, S_z → S_z cos φ + S_y sin φ. (21)

Multiplying these and using cos²φ = (1 + cos 2φ)/2, sin²φ = (1 − cos 2φ)/2 and sin φ cos φ = (sin 2φ)/2,

I_zS_z → ½(I_yS_y + I_zS_z)
  + ½(I_zS_z − I_yS_y) cos 2φ + ½(I_yS_z + I_zS_y) sin 2φ. (22)

When ω₁ is much larger than πJ, the terms oscillating at 2ω₁ have little effect. To leading order they are dropped, leaving

H_planar = πJ (I_yS_y + I_zS_z). (23)

I_x and S_x commute with the rf term, so the change of frame alters neither the starting operator nor the detected one. Equation (23) is (3) with c_x = 0 and c_y = c_z = 1/2, and (11) gives

a_planar(t) = sin²(πJt/2), t_planar = 1/J. (24)

At equal J this is twice the isotropic time. In real molecules J is seldom equal: proton–proton couplings are typically of order 10 Hz and one-bond carbon–proton couplings exceed 100 Hz, so the heteronuclear transfer is often the shorter one in practice. These times are for an isolated pair of spins.

The planar form by itself does not cause the delay. With c_x = 0 and c_y = c_z = 1, equation (11) gives sin²(πJt), complete at 1/(2J), just as in isotropic mixing. The x coupling never takes part in the transfer of I_x. The doubling comes from the factor 1/2 in (22): a single product I_zS_z has been shared between two axes.

**6. How good is the average?**

The Hamiltonian (20) can be solved without dropping the oscillating terms. Label the states by the signs of I_x and S_x. Both I_z and S_z reverse such a sign, with matrix element 1/2, so I_zS_z joins ++ to −− and +− to −+, each with element 1/4. The four states split into two pairs:

h_D = ω₁σ_z + (πJ/2)σ_x for ++ and −−,
h_Z = (πJ/2)σ_x for +− and −+. (25)

Here σ_z is diagonal in the signs along the physical x axis. In both pairs I_x = σ_z/2, while S_x is σ_z/2 in the first and −σ_z/2 in the second. If g_D and g_Z are the surviving parts of σ_z, the trace in (2) is (g_D − g_Z)/2.

Equation (18) supplies both. For the second pair u = 0 and v = πJ, so g_Z = cos(πJt). For the first, u = 2ω₁ and v = πJ. Defining

Ω = √[(2ω₁)² + (πJ)²], sin²β = (πJ)²/Ω², (26)

we have g_D = 1 − sin²β (1 − cos Ωt), and therefore

a(t) = sin²(πJt/2) − ½ sin²β (1 − cos Ωt). (27)

The second term is the whole error of the average in this model. Since 1 − cos Ωt is at most 2, the absolute error in a is at most sin²β. A strong field makes it small, provided the two amplitudes are exactly matched and on resonance. If they differ by δ (in hertz), the second pair acquires u = 2πδ, and in a strong field (18) limits the transfer to (J/2)²/[(J/2)² + δ²]. The tolerance is set by J, not by ω₁, so at a fixed fractional mismatch a stronger field transfers less. A resonance offset of one spin changes its nutation frequency and acts in much the same way. Without a field, Ω = πJ and sin²β = 1, and the two terms cancel: no in-phase transfer takes place.

**7. Could another average be faster?**

Suppose that rf fields rotate the two spins independently. The coupling I_zS_z becomes a product of the components of I along a unit vector p(t) and of S along a unit vector q(t). Consider averages that leave a diagonal coupling, so that c_k = ⟨p_kq_k⟩, where the brackets denote the time average. Then

|c_y| + |c_z| ≤ ⟨|p_yq_y| + |p_zq_z|⟩
  ≤ ⟨√(p_y² + p_z²) √(q_y² + q_z²)⟩ ≤ 1. (28)

The second step is the Cauchy–Schwarz inequality, and the last holds because p and q have unit length.

Let μ = |θ_y| and ν = |θ_z|. By (28), μ + ν ≤ πJt. For t ≤ 1/J this sum lies between 0 and π, where the cosine decreases, so

|a| = sin μ sin ν = ½[cos(μ − ν) − cos(μ + ν)]
  ≤ ½[1 − cos(πJt)] = sin²(πJt/2). (29)

The planar average reaches this bound with its equal split. Within this class of averaged couplings, complete transfer therefore cannot occur before 1/J.

The planar coupling has a price: it favours one axis. Take I_y as the starting operator. It commutes with A_y and anticommutes with A_z, and

−2iA_zI_y = −4i I_zI_y S_z = −4i(−i/2) I_xS_z = −2I_xS_z.

The product I_xS_z commutes with A_y, since each spin contributes a minus sign. With θ_z = πJt/2,

I_y → I_y cos(πJt/2) − 2I_xS_z sin(πJt/2). (30)

No S_y appears. At t = 1/J, when I_x has become S_x, I_y has become the pure two-spin product −2I_xS_z. Equation (30) holds in the frame that follows the rf nutation. This product does not commute with the rf term, and in the rotating frame it reads −2I_x(S_z cos ω₁t − S_y sin ω₁t); no in-phase S magnetisation arises in either frame.

If all components must be transferred, isotropy can be restored by sharing I_zS_z among three axes. One way is to insert ideal simultaneous 120° rotations of both spins about the direction (1,1,1) between equal delays. The rotations permute the axes, and the coupling acts as I_xS_x, I_yS_y and I_zS_z for one third of the time each. These products commute, so over whole cycles the result is that of c_x = c_y = c_z = 1/3:

a(t) = sin²(πJt/3), complete at t = 3/(2J). (31)

**8. A numerical example**

Take the round value J = 100 Hz for both kinds of mixing. The completion times are

t_iso = 1/(2 × 100 Hz) = 5.0 ms,
t_planar = 1/(100 Hz) = 10.0 ms.

The three-axis average needs 3/(2 × 100 Hz) = 15.0 ms. Equations (13) and (24) give the following transfers:

t = 1.25 ms: isotropic 0.146, planar 0.038
t = 2.50 ms: isotropic 0.500, planar 0.146
t = 5.00 ms: isotropic 1.000, planar 0.500
t = 7.50 ms: isotropic 0.500, planar 0.854
t = 10.00 ms: isotropic 0.000, planar 1.000

At short times the sines may be replaced by their arguments, and the planar transfer is one quarter of the isotropic one: halving both couplings halves each of the two steps. At 10 ms the isotropic mixing has returned everything to I. A mixing time chosen for one method can thus be the worst choice for the other.

Now let the rf amplitude ω₁/2π be 1000 Hz. From (26), πJ/(2ω₁) = 100/(4 × 1000) = 0.025, and

sin²β = 0.025²/(1 + 0.025²) = 0.00062.

This bounds the averaging error at any time for exactly matched, on-resonance fields. A mismatch costs far more: 5 % of this amplitude is δ = 50 Hz and limits the transfer to 50²/(50² + 50²) = 0.5. With an amplitude of only 100 Hz the ratio is 0.25, and the bound rises to 0.0625/1.0625 = 0.059. Yet the transfer at 1/J from (27) is still 0.998. The reason is the phase of the ripple: Ω/2π = √(200² + 50²) Hz ≈ 206 Hz, so after 10 ms the ripple has made about 2.06 turns and is close to a zero of 1 − cos Ωt. The small loss at that moment does not measure the error at other times.

Finally, leave a shift difference of 1000 Hz in the homonuclear pair. The largest transfer allowed by (19) is

J²/(J² + Δν²) = 100²/(100² + 1000²) = 0.0099,

reached at 1/(2R) = 0.50 ms. About one per cent of the I_z magnetisation is transferred at best, against all of it when the shift difference is removed.
